**Ballistic transistor at fixed barrier-top charge: the 90 percent point**

For nondegenerate electrons the program tests \(I/W=q\,n\,v_T\tanh(qV_D/2kT)\) and \(V_{90}=(kT/q)\ln19\), where \(n\) is the fixed density at the barrier top, \(v_T=\sqrt{2kT/\pi m}\) the thermal injection velocity and \(V_D\) the intrinsic drain voltage. The reference side integrates Fermi–Dirac streams over two-dimensional k-space and finds the barrier height and the 90 percent point by root search. In the dilute limit it asserts agreement with the closed formulas for the current at four drain voltages, for \(V_{90}\), and for the barrier shift. It also asserts that a mixture of anisotropic valleys leaves \(V_{90}\) unchanged and that a fixed barrier gives \(\ln10\) in place of \(\ln19\). The output shows \(V_{90}=76.1\) mV at 300 K, and 78.4 mV when degeneracy at \(4\times10^{11}\ \mathrm{cm^{-2}}\) is included. Further lines size the effects of a constant gate voltage, drain-induced barrier lowering, series resistance, scattering, tunnelling and temperature. Among the voltage shifts compared at 300 K for this density, drain-induced barrier lowering is asserted to be the largest: at constant gate voltage, 90 percent of the current at 0.7 V is reached at 592 mV.

## Verification by program

```python
"""Ballistic transistor with fixed total density n at the top of the barrier.
Result under test (nondegenerate streams):
    I/W = q n v_T tanh(q V_D / 2kT),  v_T = sqrt(2kT / (pi m)),
    so 90 percent of saturation is reached at V_90 = (kT/q) ln 19.
Symbols: u = q V_D/kT; eta = (source Fermi level - barrier top)/kT;
N2D = effective density of states of the subband, both directions of motion.
The reference side integrates Fermi-Dirac streams over k-space and finds the
barrier height and the 90 percent point by root finding.
Gate charge balance: n - n0 = c (dibl*u - (eta - eta0)), c = C_ox kT/q^2;
c = 0 is fixed charge, and very large c is a fixed barrier.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

q, hbar, m0 = sc.e, sc.hbar, sc.m_e
temperature = 300.0
kT = sc.k * temperature
VT = kT / q
mass = 0.19 * m0
valleys = 2
n_example = 4e11 * 1e4          # m^-2
n_strong = 1e13 * 1e4           # m^-2

# Dimensionless wavevectors a, b: kinetic energy / kT = a^2 + b^2
nodes, weights = np.polynomial.legendre.leggauss(80)
a = 4.5 * (nodes + 1)
w = 4.5 * weights
energy = a[:, None]**2 + a[None, :]**2
SI_BAND = [(mass, mass, valleys, 0.0)]   # m_x, m_y, valleys, offset/kT


def stream(eta, bands=SI_BAND):
    """Density and particle flux of one half-stream (k_x > 0)."""
    density = flux = 0.0
    for mx, my, gv, offset in bands:
        f = expit(eta - offset - energy)
        pref = 2 * gv / (2 * np.pi)**2 * 2 * kT * np.sqrt(mx * my) / hbar**2
        over_b = 2 * (f @ w)             # both signs of k_y
        density += pref * (w @ over_b)
        flux += pref * np.sqrt(2 * kT / mx) * (w @ (a * over_b))
    return density, flux


def operate(u, n0, c=0.0, dibl=0.0, bands=SI_BAND):
    """Return flux, density, eta and equilibrium eta at drain bias u."""
    eta0 = brentq(lambda e: 2 * stream(e, bands)[0] / n0 - 1, -40, 15)

    def balance(e):
        n = stream(e, bands)[0] + stream(e - u, bands)[0]
        return (n - n0 - c * (dibl * u - (e - eta0))) / n0
    eta = brentq(balance, -40, 15)
    plus, minus = stream(eta, bands), stream(eta - u, bands)
    return plus[1] - minus[1], plus[0] + minus[0], eta, eta0


def find_u90(n0, c=0.0, dibl=0.0, bands=SI_BAND, u_ref=60.0):
    target = 0.9 * operate(u_ref, n0, c, dibl, bands)[0]
    return brentq(lambda u: operate(u, n0, c, dibl, bands)[0] - target,
                  0.01, u_ref, xtol=1e-9)


# Closed formulas
N2D = valleys * mass * kT / (np.pi * hbar**2)
v_T = np.sqrt(2 * kT / (np.pi * mass))
u90 = np.log(19)
V90 = VT * u90

# Stream density and flux against Fermi-Dirac integrals
for eta in (-6.0, -1.0, 2.0):
    n_half, j_half = stream(eta)
    F_half = float(mp.re(-mp.polylog(1.5, -mp.exp(eta))))
    assert abs(n_half / (N2D / 2 * np.log1p(np.exp(eta))) - 1) < 1e-7
    assert abs(j_half / (N2D / 2 * v_T * F_half) - 1) < 1e-7

# Dilute limit: whole current curve, 90 percent point, barrier shift
dilute = 1e-6 * N2D
for volts in (0.01, 0.05, 0.1, 0.2):
    j = operate(volts / VT, dilute)[0]
    assert abs(j / (dilute * v_T * np.tanh(volts / (2 * VT))) - 1) < 1e-5
assert abs(find_u90(dilute) - u90) < 1e-4
_, _, eta_on, eta_eq = operate(u90, dilute)
assert abs(eta_on - eta_eq - np.log(1.9)) < 1e-5
_, _, eta_far, _ = operate(60.0, dilute)
assert abs(eta_far - eta_eq - np.log(2)) < 1e-5
share_minus = stream(eta_on - u90)[0] / dilute
assert abs(share_minus - 0.05) < 1e-5

# A fixed barrier gives ln 10 instead
u_fixed_barrier = find_u90(dilute, c=1e6 * dilute)
assert abs(u_fixed_barrier - np.log(10)) < 1e-4

# Several anisotropic valleys: velocity changes, the 90 percent point does not
heavy = 0.916 * m0
mixture = SI_BAND + [(heavy, mass, 2, 2.0), (mass, heavy, 2, 2.0)]
u_mix = find_u90(dilute, bands=mixture)
v_mix = operate(60.0, dilute, bands=mixture)[0] / dilute
assert abs(u_mix - u90) < 1e-4
assert abs(v_mix / v_T - 1) > 0.01

# Neglected effects for the example's own numbers
V_degenerate = VT * find_u90(n_example)
V_strong = VT * find_u90(n_strong)
assert V90 < V_degenerate < V_strong

eot = 1e-9
C_ox = 3.9 * sc.epsilon_0 / eot
C_q = q**2 * n_example / kT             # nondegenerate quantum capacitance
c_gate = C_ox * kT / q**2
V_gate = VT * find_u90(n_example, c=c_gate)
n_gate_sat = operate(60.0, n_example, c=c_gate)[1]
assert V_gate < V_degenerate and n_gate_sat < n_example

dibl, V_supply = 0.05, 0.7
V_dibl = VT * find_u90(n_example, c_gate, dibl, u_ref=V_supply / VT)
n_dibl = operate(V_supply / VT, n_example, c_gate, dibl)[1]

I_sat = q * n_example * v_T             # A/m, equal to uA/um
R_series = 200e-6                       # ohm m
V_series = 0.9 * I_sat * R_series

transmission = 0.6
r = transmission / (2 - transmission)
V_scatter = VT * np.log(10 * (1 + 0.9 * r))


def scattered_fraction(u):
    """Flux per density when part of the source stream is sent back."""
    forward, drain = 1.0, np.exp(-u)
    backward = (1 - transmission) * forward + transmission * drain
    return (forward - backward) / (forward + backward)


u_scatter = brentq(lambda u: scattered_fraction(u)
                   - 0.9 * scattered_fraction(60.0), 0.01, 60)
assert abs(VT * u_scatter - V_scatter) < 1e-8

kT_length = 5e-9                        # barrier falls by kT over this length
omega = np.sqrt(2 * kT / mass) / kT_length
y = hbar * omega / (2 * kT)
tunnel_factor = y / np.sin(y)
tunnel_integral = quad(lambda e: np.exp(-e) * expit(np.pi * e / y),
                       -30, 40, points=[0], limit=300)[0]
assert abs(tunnel_integral / tunnel_factor - 1) < 1e-6

shifts = [abs(V_degenerate - V90), abs(V_gate - V90), V_series,
          abs(V_scatter - V90)]
assert abs(V_dibl - V90) > max(shifts)

# Worked example
print(f"temperature: {temperature:.0f} K")
print(f"thermal voltage kT/q: {VT*1e3:.3f} mV")
print(f"transport mass: {mass/m0:.2f} m0; valleys: {valleys}")
print(f"fixed density n: {n_example*1e-4:.2e} cm^-2")
print(f"density of states N2D: {N2D*1e-4:.3e} cm^-2")
print(f"ratio n/N2D: {n_example/N2D:.4f}")
print(f"thermal injection velocity v_T: {v_T*100:.3e} cm/s")
print(f"saturation current per width: {I_sat:.2f} uA/um")
print(f"current per width at 90 percent: {0.9*I_sat:.2f} uA/um")
print(f"ln 19: {u90:.4f}")
print(f"V_90, closed formula: {V90*1e3:.2f} mV = {V90:.4f} V")
print(f"V_90, k-space dilute limit: {VT*find_u90(dilute)*1e3:.2f} mV")
print(f"source stream at V_90: {0.95*n_example*1e-4:.2e} cm^-2")
print(f"drain stream at V_90: {0.05*n_example*1e-4:.2e} cm^-2")
print(f"drain stream share, k-space: {share_minus*100:.3f} percent")
print(f"barrier lowering at V_90: {VT*np.log(1.9)*1e3:.2f} meV")
print(f"barrier lowering in saturation: {VT*np.log(2)*1e3:.2f} meV")
for mv in (10, 25, 50, 100, 150, 200):
    frac = np.tanh(mv * 1e-3 / (2 * VT))
    print(f"current fraction at {mv} mV: {frac*100:.2f} percent")
print(f"fixed-barrier answer (ln 10): {VT*np.log(10)*1e3:.2f} mV")
print(f"V_90, dilute valley mixture: {VT*u_mix*1e3:.2f} mV")
print(f"mean velocity, valley mixture: {v_mix*100:.3e} cm/s")
print("-- neglected effects --")
print(f"V_90 with degeneracy, same n: {V_degenerate*1e3:.2f} mV")
print(f"V_90 at {n_strong*1e-4:.0e} cm^-2, one subband: "
      f"{V_strong*1e3:.1f} mV")
print(f"equivalent oxide thickness: {eot*1e9:.1f} nm")
print(f"gate capacitance: {C_ox*100:.2f} uF/cm^2")
print(f"quantum capacitance at n: {C_q*100:.2f} uF/cm^2")
print(f"V_90, gate held, with degeneracy: {V_gate*1e3:.2f} mV")
print(f"density in saturation, gate held: {n_gate_sat*1e-4:.2e} cm^-2")
print(f"drain-induced barrier lowering: {dibl*1e3:.0f} mV/V")
print(f"V for 90 percent of current at {V_supply} V, gate held: "
      f"{V_dibl*1e3:.0f} mV")
print(f"density at {V_supply} V with that lowering: {n_dibl*1e-4:.2e} cm^-2")
print(f"series resistance: {R_series*1e6:.0f} ohm um")
print(f"series voltage drop at 90 percent: {V_series*1e3:.1f} mV")
print(f"terminal voltage with series drop: {(V90+V_series)*1e3:.1f} mV")
print(f"V_90 with transmission {transmission}: {V_scatter*1e3:.2f} mV")
print(f"length over which barrier falls by kT: {kT_length*1e9:.0f} nm")
print(f"barrier hbar omega: {hbar*omega/q*1e3:.1f} meV")
print(f"tunnelling gain of injected current: {(tunnel_factor-1)*100:.1f} "
      "percent")
print(f"V_90 at 350 K: {sc.k*350/q*u90*1e3:.2f} mV")
print("done: every assertion held")
```

It prints:

```
temperature: 300 K
thermal voltage kT/q: 25.852 mV
transport mass: 0.19 m0; valleys: 2
fixed density n: 4.00e+11 cm^-2
density of states N2D: 4.104e+12 cm^-2
ratio n/N2D: 0.0975
thermal injection velocity v_T: 1.234e+07 cm/s
saturation current per width: 79.10 uA/um
current per width at 90 percent: 71.19 uA/um
ln 19: 2.9444
V_90, closed formula: 76.12 mV = 0.0761 V
V_90, k-space dilute limit: 76.12 mV
source stream at V_90: 3.80e+11 cm^-2
drain stream at V_90: 2.00e+10 cm^-2
drain stream share, k-space: 5.000 percent
barrier lowering at V_90: 16.59 meV
barrier lowering in saturation: 17.92 meV
current fraction at 10 mV: 19.10 percent
current fraction at 25 mV: 44.91 percent
current fraction at 50 mV: 74.74 percent
current fraction at 100 mV: 95.91 percent
current fraction at 150 mV: 99.40 percent
current fraction at 200 mV: 99.91 percent
fixed-barrier answer (ln 10): 59.53 mV
V_90, dilute valley mixture: 76.12 mV
mean velocity, valley mixture: 1.109e+07 cm/s
-- neglected effects --
V_90 with degeneracy, same n: 78.43 mV
V_90 at 1e+13 cm^-2, one subband: 152.4 mV
equivalent oxide thickness: 1.0 nm
gate capacitance: 3.45 uF/cm^2
quantum capacitance at n: 2.48 uF/cm^2
V_90, gate held, with degeneracy: 66.92 mV
density in saturation, gate held: 2.56e+11 cm^-2
drain-induced barrier lowering: 50 mV/V
V for 90 percent of current at 0.7 V, gate held: 592 mV
density at 0.7 V with that lowering: 5.46e+11 cm^-2
series resistance: 200 ohm um
series voltage drop at 90 percent: 14.2 mV
terminal voltage with series drop: 90.4 mV
V_90 with transmission 0.6: 67.96 mV
length over which barrier falls by kT: 5 nm
barrier hbar omega: 28.8 meV
tunnelling gain of injected current: 5.4 percent
V_90 at 350 K: 88.81 mV
done: every assertion held
```
